# Jastrow parameters from electron cusps and plasmon zero-point motion

## Result

Consider an electron gas described by a Slater determinant for each spin, multiplied by a pair factor $e^{-u(r)}$ for every pair of electrons, with

$$u(r)=\frac{A}{r}\left(1-e^{-r/F}\right).$$

In Hartree atomic units its two parameters are

$$A=\frac1{\omega_p},\qquad F_{\uparrow\downarrow}=\sqrt A,\qquad F_{\uparrow\uparrow}=\sqrt{2A},\qquad \omega_p=\sqrt{4\pi n},$$

where $n$ is the electron density. The behaviour of the wave function where two electrons meet fixes $F$ once $A$ is given. The zero-point motion of long-wavelength plasmons fixes $A$, with the same value for both kinds of pair.

The two halves differ in status. The relation between $F$ and $A$ is an exact condition for removing a divergence. The value of $A$ is a leading-order result for long wavelengths, obtained in the random-phase approximation with Gaussian density fluctuations. Neither half shows that this $u$ is the best function at intermediate distances.

## Setting and conventions

There are $N$ electrons in a periodic volume $V$, half of each spin, with a uniform neutralizing background. The trial function is

$$\Psi=D\,e^{-J},\qquad J=\sum_{i<j}u(r_{ij}),\qquad D=D_\uparrow D_\downarrow .$$

Each pair is counted once, and positive $u$ lowers the amplitude. The function $u$ uses $F_{\uparrow\uparrow}$ for equal spins and $F_{\uparrow\downarrow}$ for opposite spins. The orbitals in $D$ are smooth.

The local energy is $E_L=H\Psi/\Psi$. For an exact eigenstate it is the same at every configuration. In Monte Carlo it is averaged over $|\Psi|^2$, so a $1/r$ divergence in $E_L$ produces rare but arbitrarily large samples when two electrons come close, although its contribution to the variance stays finite because $1/r^2$ is integrable against $r^2\,dr$.

## Short range: the pair equation

Expand the exponential in $u$:

$$u=\frac Ar\left(\frac rF-\frac{r^2}{2F^2}+\frac{r^3}{6F^3}-\dots\right)
=\frac AF-\frac{A}{2F^2}\,r+\frac{A}{6F^3}\,r^2-\dots$$

Thus $u$ is finite at contact and has the slope

$$u'(0)=-\frac{A}{2F^2}.\tag{1}$$

Let electrons 1 and 2 approach each other while all others stay away. With $\mathbf r=\mathbf r_1-\mathbf r_2$ and $\mathbf R=(\mathbf r_1+\mathbf r_2)/2$,

$$\nabla_1=\nabla_r+\tfrac12\nabla_R,\qquad \nabla_2=-\nabla_r+\tfrac12\nabla_R .$$

The cross terms cancel when the squares are added:

$$-\tfrac12(\nabla_1^2+\nabla_2^2)=-\nabla_r^2-\tfrac14\nabla_R^2 .$$

Write $\Psi=f\,e^{-u(r)}$, where $f$ contains $D$ and all the other pair factors. The product rule gives

$$\nabla_r^2(fe^{-u})=e^{-u}\left[\nabla_r^2f-2\nabla_rf\cdot\nabla_ru-f\nabla_r^2u+f|\nabla_ru|^2\right].$$

Since $u$ depends on the length $r$ alone, $\nabla_r u=u'\hat{\mathbf r}$ and $\nabla_r^2u=u''+2u'/r$. Therefore

$$-\frac{\nabla_r^2\Psi}{\Psi}=-\frac{\nabla_r^2f}{f}+2u'\frac{\partial_rf}{f}+u''+\frac{2u'}r-u'^2.\tag{2}$$

The terms $u''$ and $u'^2$ are finite at $r=0$. The Coulomb repulsion adds $1/r$. What remains is the behaviour of $f$, which depends on the spins.

## Antiparallel spins

Electrons of opposite spin sit in different determinants, so $f$ generally tends to a nonzero constant at contact. It is smooth there, because the other electrons are at a distance. Hence $\partial_rf/f$, $\nabla_r^2f/f$ and the remaining kinetic terms are bounded, and the divergent part of the local energy is

$$E_L\simeq\frac{1+2u'(0)}r .$$

It vanishes if and only if $u'(0)=-1/2$. By (1), $A/(2F^2)=1/2$, so

$$F_{\uparrow\downarrow}^2=A .$$

The pair factor then starts as $e^{-u(0)}(1+r/2+\dots)$: the amplitude rises linearly away from contact.

## Parallel spins

Exchanging electrons 1 and 2 at fixed $\mathbf R$ turns $\mathbf r$ into $-\mathbf r$. For equal spins $D$ changes sign. The other pair factors do not, because $u(r_{1k})+u(r_{2k})$ is symmetric when both electrons have the same spin. So $f$ is odd in $\mathbf r$:

$$f=\mathbf c\cdot\mathbf r+O(r^3),$$

where $\mathbf c$ depends on $\mathbf R$ and on the other electrons. Take $\mathbf c\neq0$ and approach along a direction with $\mathbf c\cdot\hat{\mathbf r}\ne0$, that is, off the nodal surface. Then

$$\frac{\partial_rf}{f}=\frac1r+O(r).$$

The function $\mathbf c\cdot\mathbf r$ has zero Laplacian in $\mathbf r$, so $\nabla_r^2f=O(r)$ and $\nabla_r^2f/f$ is bounded. Derivatives with respect to $\mathbf R$ and the other electrons also leave an odd function of order $r$, so their ratios to $f$ are bounded too. Equation (2) now contains $2u'/r$ twice, once from $\partial_rf/f$ and once from the Laplacian of $u$:

$$E_L\simeq\frac{1+4u'(0)}r .$$

The divergence vanishes if and only if $u'(0)=-1/4$. Then $A/(2F^2)=1/4$, and

$$F_{\uparrow\uparrow}^2=2A .$$

The slope is half as large because the determinant already makes $\Psi$ vanish linearly at contact.

The numerical check differentiates a four-electron trial function numerically at $r=0.001$ bohr. With the correct $F$ it finds $rE_L=0.0035$ (antiparallel) and $0.0040$ (parallel) hartree bohr. With the two values of $F$ exchanged, the formulas predict $1-\tfrac12=\tfrac12$ and $1-2=-1$; the program finds $0.503$ and $-0.995$.

## Long range: the motion of the density

Define the density modes

$$\rho_{\mathbf k}=\sum_ie^{-i\mathbf k\cdot\mathbf r_i},\qquad \rho_{\mathbf k}^\dagger=\rho_{-\mathbf k}.$$

With $v_q=4\pi/q^2$, and the $q=0$ term cancelled by the background, the Coulomb energy is, up to a constant,

$$U=\frac1{2V}\sum_{\mathbf q\ne0}v_q(\rho_{\mathbf q}\rho_{-\mathbf q}-N).$$

In differentiating $U$ with respect to $\mathbf r_i$, the two factors $\rho_{\mathbf q}$ and $\rho_{-\mathbf q}$ contribute equally after $\mathbf q\to-\mathbf q$ in one of them. The acceleration is therefore

$$\mathbf a_i=-\nabla_iU=-\frac iV\sum_{\mathbf q\neq0}v_q\,\mathbf q\,\rho_{\mathbf q}e^{i\mathbf q\cdot\mathbf r_i}.$$

It enters $\ddot\rho_{\mathbf k}$ through $\sum_i(-i\mathbf k\cdot\mathbf a_i)e^{-i\mathbf k\cdot\mathbf r_i}$. Since $(-i)(-i)=-1$,

$$\ddot\rho_{\mathbf k}\big|_{\rm Coulomb}=-\frac1V\sum_{\mathbf q\ne0}v_q\,(\mathbf k\cdot\mathbf q)\,\rho_{\mathbf q}\,\rho_{\mathbf k-\mathbf q}.\tag{3}$$

The term $\mathbf q=\mathbf k$ contains $\rho_0=N$. The other terms contain products of two fluctuations with varying phases; the random-phase approximation drops them. The retained term has the coefficient $(N/V)(4\pi/k^2)k^2=4\pi n$.

There is also a streaming term from the electrons' own motion. Its size per electron is the square of the kinetic-energy change $\mathbf k\cdot\mathbf p-k^2/2$. For the momenta $p\le k_F$ of a filled Fermi sphere, with $k_F=(3\pi^2n)^{1/3}$, this is at most of order $(kk_F)^2$ when $k\ll k_F$. Interactions also populate larger momenta, which this estimate leaves out. For $kk_F\ll\omega_p$ it is negligible, and

$$\ddot\rho_{\mathbf k}=-\omega_p^2\rho_{\mathbf k},\qquad\omega_p^2=4\pi n.\tag{4}$$

## Zero-point variance

An oscillator's frequency alone does not give its zero-point amplitude; its inertia is also needed. A double commutator supplies it. The interaction commutes with $\rho_{\mathbf k}$, so only the kinetic energy contributes. For one electron let $g=e^{-i\mathbf k\cdot\mathbf r}$. From $\mathbf p g=g(\mathbf p-\mathbf k)$,

$$[\tfrac12p^2,g]=g\left(-\mathbf k\cdot\mathbf p+\tfrac12k^2\right).$$

Using $g^\dagger g=1$ and $g\,\mathbf p\,g^\dagger=\mathbf p+\mathbf k$,

$$[g^\dagger,[\tfrac12p^2,g]]=\left(-\mathbf k\cdot\mathbf p+\tfrac12k^2\right)-\left(-\mathbf k\cdot\mathbf p-k^2+\tfrac12k^2\right)=k^2 .$$

Terms from different electrons commute, so the total is

$$[\rho_{\mathbf k}^\dagger,[H,\rho_{\mathbf k}]]=Nk^2.$$

Take the ground-state average and insert a complete set of states $m$ with excitation energies $\omega_m$. The two orderings give equal sums, one for $\mathbf k$ and one for $-\mathbf k$, by inversion symmetry. Hence

$$\sum_m\omega_m|\langle m|\rho_{\mathbf k}|0\rangle|^2=\tfrac12Nk^2 .$$

Equation (4) between the states $m$ and $0$ reads $(\omega_m^2-\omega_p^2)\langle m|\rho_{\mathbf k}|0\rangle=0$, so every state that contributes has $\omega_m=\omega_p$. That factor can be taken out of the sum:

$$S(k)\equiv\frac{\langle|\rho_{\mathbf k}|^2\rangle}{N}=\frac{k^2}{2\omega_p}.\tag{5}$$

As a check of the factor 2, the fluctuation part of the Coulomb energy for one $\mathbf k$ is

$$\frac{n v_k}{2}S(k)=\frac{4\pi n}{2k^2}\,\frac{k^2}{2\omega_p}=\frac{\omega_p}{4}.$$

The pair $\mathbf k$, $-\mathbf k$ shares one complex amplitude, whose real and imaginary parts are two oscillators, so there is one oscillator per $\mathbf k$. The result is half of its zero-point energy $\omega_p/2$, as required for a harmonic oscillator.

The program computes $S$ from the full random-phase response, which includes streaming. The ratio of this $S$ to (5) is $0.98743$, $0.99917$ and $0.99997$ at $k/k_F=0.20$, $0.05$ and $0.01$. This tests the neglect of streaming, not the random-phase approximation itself.

## What the trial function gives

Let $u_k=\int u(r)e^{-i\mathbf k\cdot\mathbf r}d^3r$. Because $u$ decays only as $A/r$, in the periodic volume each $u(r_{ij})$ in $J$ is understood as a sum over all periodic images, with the constant $\mathbf k=0$ part omitted. Near contact the images add only a smooth even function of $\mathbf r$, so the cusp conditions are unchanged. If $u$ were the same for all pairs, then

$$J=\frac1{2V}\sum_{\mathbf k\ne0}u_k(|\rho_{\mathbf k}|^2-N).$$

With two functions $u^{\uparrow\uparrow}$ and $u^{\uparrow\downarrow}$, introduce the spin density $m_{\mathbf k}=\rho_{\mathbf k\uparrow}-\rho_{\mathbf k\downarrow}$ beside $\rho_{\mathbf k}=\rho_{\mathbf k\uparrow}+\rho_{\mathbf k\downarrow}$. Up to a constant,

$$J=\frac1{2V}\sum_{\mathbf k\ne0}\left(\bar u_k|\rho_{\mathbf k}|^2+\Delta_k|m_{\mathbf k}|^2\right),$$

$$\bar u_k=\tfrac12(u_k^{\uparrow\uparrow}+u_k^{\uparrow\downarrow}),\qquad\Delta_k=\tfrac12(u_k^{\uparrow\uparrow}-u_k^{\uparrow\downarrow}).$$

Indeed, $|\rho_{\mathbf k\uparrow}|^2+|\rho_{\mathbf k\downarrow}|^2$ has the coefficient $\bar u_k+\Delta_k=u_k^{\uparrow\uparrow}$, and the cross term has $\bar u_k-\Delta_k=u_k^{\uparrow\downarrow}$.

Squaring $\Psi$ doubles $J$, and the terms $\mathbf k$ and $-\mathbf k$ are equal, because $\rho_{-\mathbf k}$ is the complex conjugate of $\rho_{\mathbf k}$. The density mode thus multiplies $|D|^2$ by $\exp(-2\bar u_k|\rho_{\mathbf k}|^2/V)$. Assume that under $|D|^2$ modes with different $\pm\mathbf k$ are independent and that each is Gaussian, with weight $\exp[-|\rho_{\mathbf k}|^2/(NS_0)]$ and variance $NS_0$. The exponents add:

$$\frac1{NS}=\frac1{NS_0}+\frac{2\bar u_k}V
\quad\Longrightarrow\quad
\frac1S=\frac1{S_0}+2n\bar u_k.\tag{6}$$

The two spins have equal variances and are independent in $|D|^2$, so $\rho_{\mathbf k}$ and $m_{\mathbf k}$ are uncorrelated there and can be treated separately.

The determinant's own $S_0$ follows from counting. Acting on a filled Fermi sphere, $\rho_{\mathbf k}$ moves an electron from $\mathbf p$ to $\mathbf p-\mathbf k$, which must be empty. For small $k$ the allowed $\mathbf p$ fill a crescent of volume $\pi k_F^2k$, the cross-section times the displacement. Dividing by the volume of the sphere,

$$S_0\simeq\frac{\pi k_F^2k}{\frac43\pi k_F^3}=\frac{3k}{4k_F}.\tag{7}$$

The Gaussian rule is tested against an average over the true $|D|^2$ with one density mode in the pair factor. For $N=1030$, $k/k_F=0.2011$ and $\bar u_k=4\pi/(\omega_pk^2)$ that average gives $S=0.018917$, and (6), with the finite cell's own $S_0=0.15728$ in place of (7), gives $0.018915$. With a single mode present, this does not test the independence of different modes.

## The value of A

Insert (5) and (7) in (6):

$$\bar u_k=\frac1{2n}\left(\frac1S-\frac1{S_0}\right)\simeq\frac1{2n}\left(\frac{2\omega_p}{k^2}-\frac{4k_F}{3k}\right).\tag{8}$$

As $k\to0$ the plasmon term dominates. With $1/n=4\pi/\omega_p^2$,

$$\bar u_k\to\frac{\omega_p}{nk^2}=\frac{4\pi}{\omega_pk^2}.$$

To compare with the model, use

$$\int\frac{e^{-\mu r}}re^{-i\mathbf k\cdot\mathbf r}d^3r=\frac{4\pi}k\int_0^\infty e^{-\mu r}\sin kr\,dr=\frac{4\pi}{k^2+\mu^2}.$$

The limit $\mu\to0$ transforms $A/r$, and $\mu=1/F$ transforms the subtracted part:

$$u_k=4\pi A\left(\frac1{k^2}-\frac{F^2}{1+k^2F^2}\right)=\frac{4\pi A}{k^2(1+k^2F^2)}.$$

Its leading term $4\pi A/k^2$ does not depend on $F$. Matching gives $A=1/\omega_p$ for the average of the two spin cases.

That each case has this same $A$ needs a further argument. Repeating (3) for the spin density replaces $\rho_{\mathbf k-\mathbf q}$ by $m_{\mathbf k-\mathbf q}$. The term $\mathbf q=\mathbf k$ then contains $m_0=N_\uparrow-N_\downarrow=0$. In the random-phase approximation the spin density has no Coulomb restoring force and fluctuates as in the free gas, with a variance proportional to $k$. A positive $k^{-2}$ term in $\Delta_k$ would reduce this variance to order $k^2$, and a negative one would make the Gaussian weight grow without limit. So $\Delta_k$ has no $k^{-2}$ term, and both spin cases share $A=1/\omega_p$.

In restored units $A=e^2/(4\pi\varepsilon_0\hbar\omega_p)$, which is a length. With the Bohr radius $a_0$, the cusp conditions become $F^2=Aa_0$ and $F^2=2Aa_0$.

## The next term at long range

Relative to its leading term, (8) reads

$$\frac{k^2\bar u_k}{4\pi A}=1-\frac{2k_F}{3\omega_p}k+\dots\tag{9}$$

The correction arises because the determinant already suppresses some density fluctuations, leaving less for the pair factor to do. The transform of $1/r^2$ is $(4\pi/k)\int_0^\infty(\sin kr/r)\,dr=2\pi^2/k$. The correction $-8\pi Ak_F/(3\omega_pk)$ therefore corresponds to

$$-\frac{4Ak_F}{3\pi\omega_p}\,\frac1{r^2}.$$

The model lacks this tail: it approaches $A/r$ exponentially fast. Its $A$ is correct as the coefficient of the slowest decay, but within the present approximations the approach to that decay is not reproduced.

## Worked example

Take a model gas with $r_s=4$ bohr, the radius of a sphere that holds one electron on average. Then

$$n=\frac3{4\pi r_s^3}=0.003730\ {\rm bohr}^{-3},\qquad \omega_p=\sqrt{4\pi n}=0.2165\ {\rm hartree},$$

or $5.891$ eV. The parameters are

$$A=\frac1{0.21651}=4.619\ {\rm bohr},$$

$$F_{\uparrow\downarrow}=\sqrt{4.619}=2.149\ {\rm bohr},\qquad F_{\uparrow\uparrow}=\sqrt{2\times4.619}=3.039\ {\rm bohr}.$$

In ångström, $A=2.444$, $F_{\uparrow\downarrow}=1.137$ and $F_{\uparrow\uparrow}=1.608$.

The contact values are $u(0)=A/F=2.149$ for antiparallel and $1.520$ for parallel spins. They were not imposed: they follow once $A$ and the slope are fixed. The function itself is dimensionless:

| $r$ (bohr) | $u_{\uparrow\downarrow}$ | $u_{\uparrow\uparrow}$ | $A/r$ |
|---|---|---|---|
| 1 | 1.718 | 1.295 | 4.619 |
| 4 | 0.975 | 0.845 | 1.155 |
| 8 | 0.563 | 0.536 | 0.577 |
| 16 | 0.289 | 0.287 | 0.289 |

The two functions differ near contact and merge at large distance, where both follow $A/r$.

The approach to the plasmon limit can be seen in $A_k=k^2\bar u_k/(4\pi)$, computed from the random-phase $S$ and the determinant's $S_0$. It is $4.021$, $4.459$ and $4.586$ bohr at $k/k_F=0.20$, $0.05$ and $0.01$, against the limit $4.619$ bohr. The last value is $0.7\%$ below the limit. Equation (9) accounts for this: with $k_F=0.4798$ bohr$^{-1}$,

$$\frac{2k_F}{3\omega_p}k=1.477\times0.01\times0.4798=0.0071 .$$

## Where the result stops

The cusp relations need only smooth orbitals and the stated generic approach to contact, so they hold for any positive $A$ and also in nonuniform systems. The value $A=1/\omega_p$ needs more: a uniform density, wavelengths long enough that both $k\ll k_F$ and $kk_F\ll\omega_p$, and a system large enough to contain them. The two conditions play different parts. The ratio $\omega_p/k_F^2$ grows as $\sqrt{r_s}$, so in a dilute gas $kk_F\ll\omega_p$ alone still allows $k\sim k_F$. There the streaming term is at most $(kk_F+k^2/2)^2$, still of order $(kk_F)^2$, and $1/S_0$ is still small against $2\omega_p/k^2$, so the random-phase formulas continue to give $A_k\approx A$. What is lost at $k\sim k_F$ is the ground for the approximation itself: the wavelength is then comparable with the spacing of the electrons, and nothing in this derivation justifies dropping the other terms of (3). A finite molecule has no such limit, and there $A$ must be chosen in another way. In a spin-polarized gas $m_0\neq0$, and the argument for a common $A$ has to be redone.

The spin-dependent $F$ also has a price. If $D$ is a spin eigenfunction, multiplying it by a pair factor symmetric under all exchanges of electrons preserves that property. With $F_{\uparrow\uparrow}\ne F_{\uparrow\downarrow}$ the factor is not symmetric under exchange of an up and a down electron, and this guarantee is lost. Using $F_{\uparrow\downarrow}$ for all pairs restores it, but then parallel pairs have $rE_L\to-1$ instead of zero.

## Computed values

```
rs = 4.0 bohr
density n = 0.003730 bohr^-3
kF = 0.47979 bohr^-1
plasmon energy = 0.21651 hartree = 5.891 eV
A = 4.6188 bohr = 2.4442 angstrom
F antiparallel = 2.1491 bohr = 1.1373 angstrom
  u(0) = 2.1491, slope u'(0) = -0.5000 bohr^-1
F parallel = 3.0393 bohr = 1.6084 angstrom
  u(0) = 1.5197, slope u'(0) = -0.2500 bohr^-1
r =  1.0 bohr: u anti = 1.7184, u par = 1.2950, A/r = 4.6188
r =  2.0 bohr: u anti = 1.3988, u par = 1.1134, A/r = 2.3094
r =  4.0 bohr: u anti = 0.9752, u par = 0.8450, A/r = 1.1547
r =  8.0 bohr: u anti = 0.5634, u par = 0.5358, A/r = 0.5774
r = 16.0 bohr: u anti = 0.2885, u par = 0.2872, A/r = 0.2887
r*E_local at r = 0.001 bohr, in hartree bohr:
  antiparallel: correct F 0.0035, exchanged F 0.5034
  parallel: correct F 0.0040, exchanged F -0.9951
RPA structure factor and A_k = k^2 u_k/(4 pi):
  k/kF = 0.20: S = 2.0997e-02, S*2wp/k^2 = 0.98743, A_k = 4.0206 bohr
  k/kF = 0.05: S = 1.3279e-03, S*2wp/k^2 = 0.99917, A_k = 4.4589 bohr
  k/kF = 0.01: S = 5.3160e-05, S*2wp/k^2 = 0.99997, A_k = 4.5862 bohr
slope of A_k/A: RPA -1.4703, formula -1.4774 bohr
Slater-Jastrow average with one density mode:
  N = 1030, k/kF = 0.2011, S0 = 0.15728
    S exact = 0.018917, S Gaussian = 0.018915, S*2wp/k^2 = 0.8798
  N = 66802, k/kF = 0.0501, S0 = 0.03763
    S exact = 0.001286, S Gaussian = 0.001286, S*2wp/k^2 = 0.9658
```
